# Same Threshold Shift, Different Trapped Charge: A Second Reading Separates Them

Suppose a charge-trap cell is programmed and its threshold voltage rises by 2.05 V. To turn this into a number of stored electrons, one may place them all in the middle of the nitride and divide by the corresponding inverse capacitance. For the cell treated below this gives 0.062 electrons per nm². Yet the same shift is produced by 0.050 electrons per nm² lying near the channel, by 0.078 lying near the gate, and by a nitride with no net charge at all. An estimate of retention loss or of trap density that rests on the shift alone can therefore mistake a movement of charge for a change in its amount.

## The cell and its first reading

Take a planar stack of blocking oxide, nitride and tunnel oxide between two p-type silicon electrodes of equal doping. One electrode is the gate and the other is the body, which carries the usual channel. The coordinate $x$ runs from the gate surface, $x=0$, to the body surface, $x=L$. Everything depends on $x$ alone, the dielectrics are linear, and the trapped charge stays fixed while it is read. Each electrode is in equilibrium with its own contact. Lengths are in nm, potentials in V and charges in units of the elementary charge, so that a permittivity is in $e/(\mathrm{V\,nm})$.

Let $n(x)$ be the net number of trapped electrons per volume, negative where positive charge prevails, and let
$$q=\int_0^L n\,dx,\qquad s(x)=\int_0^x\frac{dx'}{\varepsilon(x')},\qquad S=s(L).$$
Here $q$ is the net total per area, and $s(x)$ is the elastance, or inverse capacitance per area, between the gate surface and $x$.

**The silicon.** Let $\psi$ be the potential in an electrode measured from its own bulk, $\theta=k_BT/e$ the thermal voltage, and $p_0$ and $n_0$ the bulk hole and electron densities. Neutrality of the bulk makes the net acceptor density $p_0-n_0$. With Boltzmann carriers, Poisson's equation reads
$$\varepsilon_{\rm Si}\psi''=-\left[p_0e^{-\psi/\theta}-n_0e^{\psi/\theta}-(p_0-n_0)\right].$$
Multiply by $\psi'$. The left side becomes the derivative of $\varepsilon_{\rm Si}\psi'^2/2$, and the right side the derivative of $\theta p_0e^{-\psi/\theta}+\theta n_0e^{\psi/\theta}+(p_0-n_0)\psi$. Integrate from the bulk, where $\psi=\psi'=0$. By Gauss's law the silicon charge per area $\sigma$ has magnitude $\varepsilon_{\rm Si}|\psi'|$ at the surface, so with $y=\psi/\theta$ taken there,
$$\sigma^2=2\varepsilon_{\rm Si}\theta\left[p_0(e^{-y}+y-1)+n_0(e^{y}-y-1)\right].$$

The derivative of the bracket with respect to $y$ is $p_0(1-e^{-y})+n_0(e^y-1)$, which has the sign of $y$. Hence $|\sigma|$ grows with $|\psi|$. Holes gather when $\psi<0$, so $\sigma$ is positive there and negative when $\psi>0$. Thus $\sigma$ falls steadily as $\psi$ rises, and we may write $\psi=-u(\sigma)$ with $u$ a strictly increasing function. For $\sigma>0$, $u$ is the potential drop across an accumulated electrode.

Threshold is the condition that the surface electron density equals $p_0$. With $n_i$ the intrinsic density, this means $\psi_T=2\theta\ln(p_0/n_i)$. The silicon charge is then called $-D_T$, with $D_T>0$.

**The body at threshold.** The displacement $D=-\varepsilon\,d\phi/dx$ obeys $D'=-n$. It vanishes deep in the body, so the body charge is $-D(L)$, and threshold requires $D(L)=D_T$. Integrating $D'=-n$ from $x$ to $L$ gives
$$D(x)=D_T+\int_x^L n(x')\,dx'.$$
In particular $D(0)=D_T+q$, which is the charge on the gate. Measure potential from the body bulk and let $V$ be the potential of the gate bulk. The body surface is at $\psi_T$ and the gate surface at $V-u(D_T+q)$. Their difference is $\int_0^L D/\varepsilon\,dx$, so this reading, called $V_B$, is
$$V_B=\psi_T+u(D_T+q)+SD_T+\int_0^L\frac{dx}{\varepsilon(x)}\int_x^L n(x')\,dx'.$$
The double integral covers the region $0<x<x'<L$. Doing the $x$ integral first turns it into $\int_0^L n(x')s(x')\,dx'$. Subtracting the value for $n=0$ leaves the threshold shift
$$\Delta V_B=\int_0^L n\,s\,dx+\delta(q),\qquad \delta(q)=u(D_T+q)-u(D_T).\tag{1}$$

The first term is a weighted integral, not a total. The body charge is held fixed at threshold, so the field lines of each added electron must end on the gate, and they cross only the dielectric between the electron and the gate. An electron near the channel has more dielectric to cross and counts for more. The second term is the extra drop in the gate silicon. For a metallic gate it is zero.

## Two profiles with one shift

Take 5 nm of oxide at the gate, 8 nm of nitride and 4 nm of oxide at the body, with relative permittivities 3.9 and 7.5. The silicon has relative permittivity 11.7, doping $10^{-3}$ nm⁻³ and $n_i=10^{-11}$ nm⁻³, at 300 K. These are round model parameters. They give $\psi_T=0.952$ V, $D_T=0.0351\,e/\mathrm{nm^2}$ and $S=61.06\ \mathrm{V\,nm^2}/e$.

Profile A fills the 2 nm of nitride nearest the channel uniformly with $q_A=0.0500$ nm⁻². Profile B fills the 2 nm nearest the gate uniformly with a total $q_B$ still to be found. Inside the nitride $s$ is linear in $x$, so a uniform slab contributes its total times the elastance at its centre:
$$s_A=s(12)=\frac{5}{3.9\,\varepsilon_0}+\frac{7}{7.5\,\varepsilon_0}=40.09,\qquad s_B=s(6)=\frac{5}{3.9\,\varepsilon_0}+\frac{1}{7.5\,\varepsilon_0}=25.61,$$
both in $\mathrm{V\,nm^2}/e$, with $\varepsilon_0=0.05526\,e/(\mathrm{V\,nm})$. By (1), profile A shifts the threshold by
$$0.0500\times40.088+0.0434=2.048\ \mathrm{V}.$$

Profile B has the same shift if
$$q_Bs_B+\delta(q_B)=q_As_A+\delta(q_A).$$
The left side is zero at $q_B=0$ and rises without limit, because $s_B>0$ and $u$ is increasing, so there is one solution. At $q_B=q_A$ the left side is still too small, because $s_B<s_A$. Hence $q_B>q_A$. The solution is $q_B=0.0777$ nm⁻², and indeed
$$0.0777\times25.612+0.0577=2.048\ \mathrm{V}.$$

In conventional units the totals are $5.00\times10^{12}$ and $7.77\times10^{12}$ cm⁻². They differ by a factor of 1.55 while the shifts are identical. With a metallic gate the factor would be $s_A/s_B=1.57$. It is slightly smaller here because the larger charge also causes the larger drop in the gate silicon.

The mid-nitride estimate, which also neglects $\delta$, returns 0.0623 nm⁻² for both profiles. That is 25% above the true total of A and 20% below that of B.

**No net charge.** If both signs of charge may be trapped, put $-a$ electrons per area in the slab near the gate, which means positive charge, and $+a$ in the slab near the channel. Then $q=0$, $\delta(0)=0$, and (1) gives $\Delta V_B=a(s_A-s_B)$. The choice $a=0.1415$ nm⁻² again gives 2.048 V. This is an idealised state: it needs $7\times10^{19}$ cm⁻³ of each sign, and in the body reading the nitride between the slabs carries 0.43 V/nm, which drives the two charges towards each other. A threshold shift therefore does not even prove that the stack holds net charge.

**How far the shift constrains the total.** Suppose that the charge has one sign, $n\ge0$, that it lies in the nitride, and that the gate is metallic. Then $\Delta V_B=q\bar s$, where the mean elastance $\bar s$ lies between its values at the two nitride faces. The totals compatible with a given shift span at most the ratio of these two values,
$$\frac{s(13)}{s(5)}=1+\frac{8/7.5}{5/3.9}=1.83.$$
The second term is the elastance of the nitride divided by that of the blocking oxide. If it is small, the position of the charge hardly matters, and the shift is a fair measure of the total. This is the regime in which the simple reading is justified.

## The general statement

The gate is also silicon, and its surface has a threshold of its own, reached at negative $V$ when the stack is uncharged. With source and drain contacts on that surface, the onset of its inversion channel can be detected just as in the body. Call the corresponding voltage $V_G$ and its shift from the uncharged state $\Delta V_G$.

> For any one-dimensional profile $n(x)$ that stays fixed during both readings,
> $$\Delta V_B-\Delta V_G=Sq+2\delta(q).\tag{2}$$
> The right side is strictly increasing in $q$. The two thresholds together therefore determine the net trapped charge, whatever its distribution.

**Proof.** At the gate threshold the gate charge is $-D_T$. The displacement vanishes deep in the gate, so $D(0)=-D_T$. Integrating $D'=-n$ from $0$ to $x$,
$$D(x)=-D_T-\int_0^x n(x')\,dx'.$$
Hence $D(L)=-(D_T+q)$, and the body carries the charge $-D(L)=D_T+q$. This is the same charge that the gate carried in the first reading. The body surface is now at $-u(D_T+q)$ and the gate surface at $V_G+\psi_T$, so
$$V_G+\psi_T+u(D_T+q)=\int_0^L\frac{D}{\varepsilon}\,dx=-SD_T-\int_0^L\frac{dx}{\varepsilon(x)}\int_0^x n(x')\,dx'.$$
The region of integration is now $0<x'<x<L$. Doing the $x$ integral first gives the factor $\int_{x'}^L dx/\varepsilon=S-s(x')$. Solving for $V_G$ and subtracting its value for $n=0$,
$$\Delta V_G=-\int_0^L n\,(S-s)\,dx-\delta(q).\tag{3}$$
Subtract (3) from (1). The weights add to $s+(S-s)=S$, which does not depend on position, and the two drops add:
$$\Delta V_B-\Delta V_G=\int_0^L n\,[s+(S-s)]\,dx+2\delta(q)=Sq+2\delta(q).$$
Since $S>0$ and $u$ is strictly increasing, so is the right side, and a measured value belongs to a single $q$. ∎

Each reading weights an electron by its electrostatic distance from the opposite electrode. What one reading loses when the electron moves, the other gains.

## The two profiles told apart

For profile A, (3) gives
$$\Delta V_G=-\left[0.0500\times(61.059-40.088)+0.0434\right]=-1.092\ \mathrm{V}.$$
For profile B the same formula gives $-2.812$ V. The gate reading thus separates by 1.72 V two states that the body reading cannot tell apart. The distance between the thresholds has widened by
$$2.048+1.092=3.140\ \mathrm{V\ (A)},\qquad 2.048+2.812=4.860\ \mathrm{V\ (B)}.$$
Solving (2) returns 0.0500 and 0.0777 nm⁻². For the neutral double layer both thresholds move by $+2.048$ V, the widening is zero, and so is the recovered charge.

These thresholds were tested without using (1)–(3). The nonlinear Poisson–Boltzmann equation was solved numerically through both electrodes and the stack with only the voltage imposed, and the voltage was varied until the chosen surface reached $\psi_T$. The largest difference from the formulas was about 0.02 mV, and the charges quoted as recovered were obtained from the numerical thresholds. The values are listed in the numerical output.

If the accumulation drops are neglected, (2) becomes $q\approx(\Delta V_B-\Delta V_G)/S$. For $q>0$ this overestimates the total, by the relative amount $2\delta(q)/(Sq)$. For profile A that is $2\times0.0434/(61.06\times0.0500)=2.8\%$, and for profile B it is 2.4%, both with the Boltzmann form of $u$. For net positive charge the short form can be far worse, because the opposite electrode leaves accumulation once $q<-D_T$: the magnitude of $q$ is overestimated by 11% at $q=-0.04$ nm⁻² and by 49% at $q=-0.07$ nm⁻².

## What two readings leave open

Once $q$ is known, (1) gives the weighted integral $\int n\,s\,dx=\Delta V_B-\delta(q)$. If $q\neq0$ and all the charge lies in the nitride, whose face on the gate side is at $x_1$ and whose permittivity is $\varepsilon_N$, the linearity of $s$ there turns this into the centroid
$$\bar x=x_1+\varepsilon_N\left[\frac{\Delta V_B-\delta(q)}{q}-s(x_1)\right].$$
The recovered centroids are 12.0 nm for A and 6.0 nm for B, the centres of the two slabs.

The shape of the profile remains unknown, because (1) and (3) contain $n$ only through $q$ and $\int n\,s\,dx$. For example, move 10% of the charge of A to the slab near the gate, centred at 6 nm, and put the other 90% in a thinner slab centred at 12.67 nm. The centroid is $0.1\times6+0.9\times12.67=12.0$ nm, as before. The numerical solution gives this profile the same two thresholds as A. Nor do the readings give the separate amounts of positive and negative charge, as the neutral double layer shows.

The result depends on several conditions.

- **The charge must not move.** In the gate reading of B the voltage is $-6.0$ V, and the tunnel oxide carries a field of 0.52 V/nm that pushes electrons towards the body. Whether they stay in place during the reading is an assumption here, and in a real cell it has to be checked, for instance by repeating the body reading afterwards. A changed threshold then shows that the trapped charge has moved or that its amount has changed, by loss or by injection, but an unchanged one does not exclude changes that cancel, such as electrons moving towards the channel while others escape into the body.
- **All charge in the stack is counted.** The proof of (2) nowhere requires $n$ to lie in the nitride, so fixed charge added to the oxides is included in $q$. Interface traps whose occupation differs between the two readings violate the assumption of a fixed $n$.
- **The drop $u$ must be known.** In the gate reading of B the Boltzmann model puts the peak hole density at 0.39 nm⁻³, or $3.9\times10^{20}$ cm⁻³. For A it is $2.2\times10^{20}$ cm⁻³, and even for the uncharged cell it is $4\times10^{19}$ cm⁻³. At all these densities holes are degenerate and confined close to the surface, and the model for $u$ is rough. With Fermi–Dirac holes and a valence-band density of states of $1.8$ to $3.1\times10^{19}$ cm⁻³, still without confinement, $\delta$ rises to 0.061–0.069 V for A and 0.087–0.100 V for B, the errors of the short form rise to about 4%, the ratio of the totals falls to 1.541–1.545, and using the Boltzmann $u$ in (2) then overestimates $q_A$ by 1–2%. Equation (2) still holds with the true $u$, provided the drop is an increasing function of electrode charge alone.
- **The gate must be a moderately doped semiconductor.** The form $2\delta(q)$ assumes equal doping; for unequal doping it is replaced by the sum of the two different changes of drop, one in each electrode. A heavily doped gate cannot be read at all: at $10^{20}$ cm⁻³ its threshold needs an oxide field of about 1.8 V/nm even in the uncharged stack, beyond the breakdown of silicon dioxide. A metal gate has no surface threshold to read. Equation (1) with $\delta=0$ still applies to it, and so does the ambiguity of the shift, but the second measurement must then be of another kind, for instance one that responds to the field at the gate.

## Computed results

```
layers ox/nitride/ox: 5 / 8 / 4 nm
relative permittivity ox, nitride, Si: 3.9, 7.5, 11.7
vacuum permittivity: 0.055263 e/(V nm)
temperature: 300 K, kT/e: 0.025852 V
doping: 1.0e-03 nm^-3, n_i: 1.0e-11 nm^-3
threshold band bending psi_T: 0.9524 V
threshold silicon charge D_T: 0.03509 e/nm^2
accumulation drop u(D_T): 0.0964 V
total elastance S: 61.059 V nm^2/e
elastance at slab A centre: 40.088 V nm^2/e
elastance at slab B centre: 25.612 V nm^2/e
total A: 0.05000 nm^-2 = 5.000e+12 cm^-2
total B: 0.07770 nm^-2 = 7.770e+12 cm^-2
ratio total B / total A: 1.5541
neutral pair, each sign: 0.14146 nm^-2
delta(q) A, B: 0.0434, 0.0577 V
shift_body by formula, A and B: 2.0478 V
fresh: solver V_body 3.1917 V, V_gate -3.1917 V
A: solver V_body 5.2395 V, V_gate -4.2837 V
B: solver V_body 5.2395 V, V_gate -6.0038 V
neutral: solver V_body 5.2395 V, V_gate -1.1439 V
A reshaped: solver V_body 5.2395 V, V_gate -4.2837 V
A: shift_body 2.0478 V, shift_gate -1.0920 V
B: shift_body 2.0478 V, shift_gate -2.8121 V
neutral: shift_body 2.0478 V, shift_gate 2.0478 V
A reshaped: shift_body 2.0478 V, shift_gate -1.0920 V
A: widening 3.1398 V, recovered q 0.05000 nm^-2
B: widening 4.8599 V, recovered q 0.07770 nm^-2
neutral: widening -0.0000 V, recovered q -0.00000 nm^-2
A reshaped: widening 3.1398 V, recovered q 0.05000 nm^-2
A: recovered centroid 12.00 nm from gate
B: recovered centroid 6.00 nm from gate
A reshaped: recovered centroid 12.00 nm from gate
naive q (mid-nitride, no delta): 0.06234 nm^-2
A: naive error 24.7 %, widening/S = 0.05142 nm^-2, error 2.8 %
B: naive error -19.8 %, widening/S = 0.07959 nm^-2, error 2.4 %
largest solver-formula difference: 0.021 mV
largest oxide field in a read, B: 0.523 V/nm
peak Boltzmann hole density, B: 0.388 nm^-3
```
